# Variance of site rate constants and the slowing of self-limiting adsorption: a program that tests the result

```python
"""
Result under test: independent sites fill irreversibly with fixed first-order
rate constants k. With S(t) the vacant fraction and K = -d ln S/dt,
    dK/dt = -(variance of k among the sites still vacant).
If all constants share a factor phi(t), k = phi*c, then
    dK/dt = K * d(ln phi)/dt - phi^2 * variance(c).
Example: trimethylaluminium on sparse hydroxyls on H-terminated Ge(100),
with a Gaussian spread of reaction barriers. SI units inside the program.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import expm
from scipy.stats import gamma

# ---------- rough model parameters ----------
temperature = 500.0                       # K
pressure_torr = 0.05
pressure = pressure_torr * const.torr     # Pa
mass_u = 26.98 + 3 * (12.011 + 3 * 1.008)  # Al(CH3)3
mass = mass_u * const.atomic_mass
lattice = 0.57e-9                         # m, germanium, rough
atom_area = lattice**2 / 2                # area per (100) surface atom
hydroxyl_share = 0.01                     # hydroxyls per surface atom
site_density = hydroxyl_share / atom_area
barrier_eV, spread_eV = 0.30, 0.03
kB_eV = const.k / const.e


def impingement(temp):
    """Gas collisions per second on the area of one surface atom."""
    return atom_area * pressure / np.sqrt(2 * np.pi * mass * const.k * temp)


# Flux formula against the Maxwell velocity integral
thermal_speed = np.sqrt(const.k * temperature / mass)
one_way = quad(lambda u: u * np.exp(-u*u/2) / np.sqrt(2*np.pi), 0, 12)[0]
gas_density = pressure / (const.k * temperature)
flux_integral = gas_density * thermal_speed * one_way
assert np.isclose(flux_integral * atom_area, impingement(temperature),
                  rtol=1e-8)

# ---------- barrier distribution on a fine grid ----------
thermal_eV = kB_eV * temperature
width = spread_eV / thermal_eV
z = np.linspace(-8, 8, 161)               # barrier offset in units of spread
weight = np.exp(-z**2 / 2)
weight /= weight.sum()
median_rate = impingement(temperature) * np.exp(-barrier_eV / thermal_eV)
rates = median_rate * np.exp(-width * z)


def survivors(time):
    """Vacant fraction, mean and variance of k among vacant sites."""
    left = weight * np.exp(-rates * time)
    total = left.sum()
    mean = (left * rates).sum() / total
    return total, mean, (left * (rates - mean)**2).sum() / total


S0, K0, V0 = survivors(0.0)
assert np.isclose(K0, median_rate * np.exp(width**2 / 2), rtol=1e-7)
assert np.isclose(V0, K0**2 * (np.exp(width**2) - 1), rtol=1e-6)
S_quad = quad(lambda x: np.exp(-x*x/2 - median_rate*np.exp(-width*x)*0.06)
              / np.sqrt(2*np.pi), -8, 8, epsabs=1e-12)[0]
assert np.isclose(S_quad, survivors(0.06)[0], rtol=1e-8)

# ---------- symbolic proof for three arbitrary site classes ----------
t = sp.symbols('t', positive=True)
ks = sp.symbols('k1:4', positive=True)
gs = sp.symbols('g1:4', positive=True)
xs = sp.symbols('x1:4', positive=True)
S_sym = sum(g * sp.exp(-k * t) for g, k in zip(gs, ks))
slope_sym = sp.diff(-sp.diff(S_sym, t) / S_sym, t)
slope_sym = slope_sym.subs({sp.exp(-k*t): x for k, x in zip(ks, xs)})
pop = [g * x for g, x in zip(gs, xs)]
mean_sym = sum(p * k for p, k in zip(pop, ks)) / sum(pop)
var_sym = sum(p * (k - mean_sym)**2 for p, k in zip(pop, ks)) / sum(pop)
assert sp.cancel(sp.together(slope_sym + var_sym)) == 0

# ---------- site equations integrated directly ----------


def follow(drive, back, time):
    """Slope of K, survivor variance, K, d(ln phi)/dt and S at one time."""
    def change(tt, y):
        return -drive(tt, y) * rates * y + back * (weight - y)
    h = 1e-4
    times = np.array([time - h, time, time + h])
    sol = solve_ivp(change, (0, time + h), weight, method='DOP853',
                    t_eval=times, rtol=1e-10, atol=1e-15)
    assert sol.success
    K, phi = [], []
    for tt, y in zip(times, sol.y.T):
        K.append(-change(tt, y).sum() / y.sum())
        phi.append(drive(tt, y))
    y = sol.y[:, 1]
    local = phi[1] * rates
    mean = (y * local).sum() / y.sum()
    var = (y * (local - mean)**2).sum() / y.sum()
    return ((K[2] - K[0]) / (2*h), var, K[1],
            np.log(phi[2] / phi[0]) / (2*h), y.sum())


def steady(tt, y):
    return 1.0


table = []
for time in (0.02, 0.06, 0.12, 0.20):
    slope, _, K_ode, _, S_ode = follow(steady, 0.0, time)
    S, K, V = survivors(time)
    assert np.isclose(slope, -V, rtol=1e-3)
    assert np.isclose(K_ode, K, rtol=1e-6) and np.isclose(S_ode, S, rtol=1e-6)
    table.append((time, S, K, V, slope))

# ---------- individual sites with random reaction times ----------
rng = np.random.default_rng(7)
number = 4_000_000
k_site = median_rate * np.exp(-width * rng.standard_normal(number))
fill_time = rng.exponential(size=number) / k_site
mid, step = 0.06, 0.025
counts = [np.count_nonzero(fill_time > mid + j*step) for j in (-1, 0, 1)]
logs = np.log(counts)
mc_fall = (logs[0] - 2*logs[1] + logs[2]) / step**2
mc_var = k_site[fill_time > mid].var()
# Counting noise and the finite time step each contribute a few per cent
assert np.isclose(mc_fall, mc_var, rtol=0.10)

# ---------- accumulated fall and the time-averaged rate ----------
fall_integral = quad(lambda tt: survivors(tt)[2], 0, 0.2, epsabs=1e-8)[0]
assert np.isclose(fall_integral, K0 - survivors(0.2)[1], rtol=1e-7)
tiny = 1e-5
average_fall = (K0 + np.log(survivors(tiny)[0]) / tiny) / tiny
assert np.isclose(average_fall, V0 / 2, rtol=0.01)
average_60 = -np.log(survivors(0.06)[0]) / 0.06

# ---------- gamma distribution: apparent higher reaction order ----------
shape, scale, tg = 2.0, 10.0, 0.06


def gamma_moment(n):
    return quad(lambda k: k**n * gamma.pdf(k, shape, scale=scale)
                * np.exp(-k*tg), 0, 600, epsabs=1e-11, limit=200)[0]


m0, m1, m2 = [gamma_moment(n) for n in range(3)]
K_gamma, V_gamma = m1/m0, m2/m0 - (m1/m0)**2
assert np.isclose(m0, (1 + scale*tg)**(-shape), rtol=1e-7)
assert np.isclose(K_gamma, shape*scale*m0**(1/shape), rtol=1e-7)
assert np.isclose(V_gamma, K_gamma**2/shape, rtol=1e-6)

# ---------- exchange between sites breaks the law ----------


def exchange_case(hop):
    k2 = np.array([10.0, 30.0])
    matrix = np.array([[-k2[0]-hop, hop], [hop, -k2[1]-hop]])

    def state(tt):
        p = expm(matrix * tt) @ np.array([0.5, 0.5])
        total = p.sum()
        mean = -(matrix @ p).sum() / total
        return mean, (p * (k2 - mean)**2).sum() / total
    h = 1e-4
    slope = (state(0.06+h)[0] - state(0.06-h)[0]) / (2*h)
    return -slope / state(0.06)[1]


ratio_isolated, ratio_mixed = exchange_case(0.0), exchange_case(1000.0)
assert np.isclose(ratio_isolated, 1, rtol=1e-4)
assert abs(ratio_mixed) < 1e-3

# ---------- neglected effects, rough sizes ----------
rise_time = 0.010                         # s, pressure rise
gap, diffusivity = 0.01, 0.015            # m, m2/s at about 1 Torr carrier
exclusion_distance = 0.6e-9               # m, between adsorbed molecules
blocking = site_density * np.pi * exclusion_distance**2
back_barrier_eV, attempt = 1.5, 1e13
back_rate = attempt * np.exp(-back_barrier_eV / thermal_eV)
supply = diffusivity * gas_density / gap
depletion = site_density * K0 / supply


def rising(tt, y):
    return 1 - np.exp(-tt / rise_time)


def depleted(tt, y):
    return 1 / (1 + site_density * (rates*y).sum() / supply)


def blocked(tt, y):
    return 1 - blocking * (1 - y.sum())


effects = {}
for name, drive, back in (("pressure rise", rising, 0.0),
                          ("gas depletion", depleted, 0.0),
                          ("steric blocking", blocked, 0.0),
                          ("back reaction", steady, back_rate)):
    effects[name] = []
    for time in (0.02, 0.06, 0.20):
        slope, var, K, log_drive, _ = follow(drive, back, time)
        if back == 0:
            assert abs(slope - (K*log_drive - var)) < 2e-3 * var
        effects[name].append(-slope / var)
assert effects["pressure rise"][0] < 0    # slope has the opposite sign


def initial_mean(temp):
    kt = kB_eV * temp
    return impingement(temp) * np.exp(-barrier_eV/kt + (spread_eV/kt)**2/2)


per_kelvin = np.log(initial_mean(temperature + 0.5)
                    / initial_mean(temperature - 0.5))

# ---------- output ----------
print(f"Temperature: {temperature:.0f} K; kT = {thermal_eV:.5f} eV")
print(f"Precursor pressure: {pressure_torr:.2f} Torr; mass {mass_u:.2f} u")
print(f"Ge lattice constant (rough): {lattice*1e9:.2f} nm")
print(f"Area per surface atom: {atom_area*1e18:.4f} nm2")
print(f"Hydroxyls per surface atom: {hydroxyl_share:.2f}")
print(f"Hydroxyl density: {site_density*1e-18:.4f} per nm2")
print(f"Barrier mean, spread: {barrier_eV:.2f}, {spread_eV:.2f} eV")
print(f"Spread / kT: {width:.4f}")
print(f"Collisions per site: {impingement(temperature):.4e} 1/s")
print(f"Median rate constant: {median_rate:.3f} 1/s")
print(f"Initial mean reaction probability: {K0/impingement(temperature):.3e}")
print(f"t=0: K = {K0:.3f} 1/s, variance = {V0:.2f} 1/s2")
print(f"t=0: variance / K^2 = {V0/K0**2:.4f}")
print("t (ms) | S | K (1/s) | variance (1/s2) | dK/dt (1/s2)")
for time, S, K, V, slope in table:
    print(f"{time*1e3:.0f} | {S:.4f} | {K:.3f} | {V:.2f} | {slope:.2f}")
print(f"Fall of K over 200 ms: {K0-survivors(0.2)[1]:.3f} 1/s")
print(f"Integral of variance over 200 ms: {fall_integral:.3f} 1/s")
print(f"Average rate -ln(S)/t at 60 ms: {average_60:.3f} 1/s")
print(f"Initial fall of average rate: {average_fall:.2f} 1/s2")
print(f"Random sites simulated: {number}")
print(f"Simulation, 60 ms: fall from counts {mc_fall:.2f} 1/s2")
print(f"Simulation, 60 ms: survivor variance {mc_var:.2f} 1/s2")
print(f"Gamma case: shape {shape:.0f}, scale {scale:.0f} 1/s, t {tg*1e3:.0f} ms")
print(f"Gamma case: S {m0:.4f}, K {K_gamma:.3f} 1/s, var {V_gamma:.2f} 1/s2")
print("Two classes, 10 and 30 1/s, at 60 ms: fall of K / variance")
print(f"  no exchange {ratio_isolated:.4f}; "
      f"exchange at 1000 1/s {abs(ratio_mixed):.4f}")
print("Neglected effects: fall of K / variance at 20, 60, 200 ms")
for name, values in effects.items():
    print(f"  {name}: " + ", ".join(f"{v:.4f}" for v in values))
print(f"Pressure rise time: {rise_time*1e3:.0f} ms")
print(f"Gas gap: {gap*1e3:.0f} mm; diffusivity {diffusivity*1e4:.0f} cm2/s")
print(f"Gas diffusion time: {gap**2/diffusivity*1e3:.2f} ms")
print(f"Initial depletion parameter: {depletion:.2e}")
print(f"Exclusion distance: {exclusion_distance*1e9:.1f} nm")
print(f"Blocking parameter: {blocking:.4f}")
print(f"Blocking parameter at full hydroxyl cover: "
      f"{blocking/hydroxyl_share:.2f}")
print(f"Back reaction: barrier {back_barrier_eV:.1f} eV, "
      f"attempts {attempt:.0e} 1/s")
print(f"Back reaction rate: {back_rate:.2e} 1/s")
print(f"Change of initial K per kelvin: {100*per_kelvin:.2f} %")
print("OK")
```

It prints:

```
Temperature: 500 K; kT = 0.04309 eV
Precursor pressure: 0.05 Torr; mass 72.09 u
Ge lattice constant (rough): 0.57 nm
Area per surface atom: 0.1625 nm2
Hydroxyls per surface atom: 0.01
Hydroxyl density: 0.0616 per nm2
Barrier mean, spread: 0.30, 0.03 eV
Spread / kT: 0.6963
Collisions per site: 1.5029e+04 1/s
Median rate constant: 14.225 1/s
Initial mean reaction probability: 1.206e-03
t=0: K = 18.127 1/s, variance = 204.99 1/s2
t=0: variance / K^2 = 0.6238
t (ms) | S | K (1/s) | variance (1/s2) | dK/dt (1/s2)
20 | 0.7192 | 15.130 | 112.54 | -112.54
60 | 0.4212 | 11.979 | 56.43 | -56.43
120 | 0.2227 | 9.528 | 30.02 | -30.02
200 | 0.1125 | 7.718 | 17.21 | -17.21
Fall of K over 200 ms: 10.410 1/s
Integral of variance over 200 ms: 10.410 1/s
Average rate -ln(S)/t at 60 ms: 14.409 1/s
Initial fall of average rate: 102.48 1/s2
Random sites simulated: 4000000
Simulation, 60 ms: fall from counts 57.27 1/s2
Simulation, 60 ms: survivor variance 56.40 1/s2
Gamma case: shape 2, scale 10 1/s, t 60 ms
Gamma case: S 0.3906, K 12.500 1/s, var 78.12 1/s2
Two classes, 10 and 30 1/s, at 60 ms: fall of K / variance
  no exchange 1.0000; exchange at 1000 1/s 0.0000
Neglected effects: fall of K / variance at 20, 60, 200 ms
  pressure rise: -1.0939, 0.9517, 1.0000
  gas depletion: 0.9986, 0.9992, 0.9998
  steric blocking: 1.1040, 1.0786, 1.0306
  back reaction: 1.0011, 1.0019, 0.9897
Pressure rise time: 10 ms
Gas gap: 10 mm; diffusivity 150 cm2/s
Gas diffusion time: 6.67 ms
Initial depletion parameter: 7.70e-04
Exclusion distance: 0.6 nm
Blocking parameter: 0.0696
Blocking parameter at full hydroxyl cover: 6.96
Back reaction: barrier 1.5 eV, attempts 1e+13 1/s
Back reaction rate: 7.60e-03 1/s
Change of initial K per kelvin: 1.20 %
OK
```
